# Misfit of rotated and aligned MoS2 supercells on graphene

## Problem

A monolayer of MoS2 lies on graphene. Their hexagonal lattice constants are $a_M=0.316$ nm and $a_G=0.246$ nm. A calculation with periodic boundary conditions needs one cell that is a supercell of both layers. The proposal is to put $4\times4$ cells of MoS2 on $5\times5$ cells of graphene, with the lattice directions parallel.

Let $L_M$ and $L_G$ be the edges of the two supercells before any strain. The misfit is

$$f=\frac{L_M}{L_G}-1 ,$$

which is the stretch that graphene needs in order to fit unstrained MoS2.

(a) What is the misfit of the proposed cell? Is there a hexagonal common cell with no more atoms and a smaller misfit?

(b) At which twist angles between the layers does the better cell, if there is one, exist?

(c) What elastic energy does each cell store when both layers are forced to a common edge?

## A tempting solution

The common edge must be a whole number of lattice constants in each layer, so we need $p\,a_M\approx q\,a_G$ with integers $p$ and $q$. The misfit is $f=rp/q-1$ with $r=a_M/a_G=1.2846$, and it vanishes for $p/q=1/r=0.778$. The fraction $4/5=0.800$ is closer to this than $3/4=0.750$. It gives

$$f=\frac{4\times0.316}{5\times0.246}-1=\frac{1.264}{1.230}-1=2.76\ \text{percent}.$$

The smallest cell of this kind with a smaller misfit is 7 on 9. It has $|f|=0.09$ percent, but 309 atoms. The proposed cell has three atoms in each of 16 MoS2 cells and two in each of 25 graphene cells, 98 in all. Hence no cell of that size does better than 2.8 percent.

## Where it fails

The arithmetic is right, and so is the conclusion for aligned layers. The fault is in the first sentence. A supercell edge must be a lattice vector of each layer, but a lattice vector need not point along a primitive vector, and its length need not be a whole number of lattice constants. The argument has silently fixed the twist at zero, which the question did not ask for.

## Solution

**Which edges are possible.** Take primitive vectors $\mathbf a_1,\mathbf a_2$ of length $a$ at 60 degrees, so that $\mathbf a_1\cdot\mathbf a_2=a^2/2$. A general edge is $\mathbf A=m\mathbf a_1+n\mathbf a_2$ with integers $m,n$, and

$$|\mathbf A|^2=m^2a^2+2mn\,\frac{a^2}{2}+n^2a^2=a^2N,\qquad N=m^2+mn+n^2 .$$

A rotation by 60 degrees takes $\mathbf a_1$ to $\mathbf a_2$ and $\mathbf a_2$ to $\mathbf a_2-\mathbf a_1$. The second edge of a hexagonal supercell is therefore

$$\mathbf A'=m\mathbf a_2+n(\mathbf a_2-\mathbf a_1)=-n\,\mathbf a_1+(m+n)\,\mathbf a_2 ,$$

which is again a lattice vector. The area of the supercell, in units of the primitive cell, is the determinant of the coefficients, $m(m+n)-n(-n)=N$. Thus $N$ counts the primitive cells, and the edge is $\sqrt N\,a$. The possible values up to 25 are

$$N=1,3,4,7,9,12,13,16,19,21,25 .$$

The tempting solution kept the perfect squares, which come from $n=0$, and lost the rest.

**What the two layers must share.** Let the MoS2 supercell have $N_M$ cells and the graphene supercell $N_G$. In each layer the two edges have equal length and enclose 60 degrees. A rotation that makes the first edges parallel therefore makes the second edges parallel too, and the same stretch factor then closes both. The map from the graphene supercell to the MoS2 supercell is a rotation times an isotropic stretch $1+f$, without shear, where

$$1+f=\frac{\sqrt{N_M}\,a_M}{\sqrt{N_G}\,a_G}=r\sqrt{\frac{N_M}{N_G}} .$$

**The better cell.** Take $N_M=13$, from $(m,n)=(3,1)$, and $N_G=21$, from $(4,1)$. Then

$$L_M=\sqrt{13}\times0.316=1.1394\ \text{nm},\qquad L_G=\sqrt{21}\times0.246=1.1273\ \text{nm},$$

$$f=\frac{1.1394}{1.1273}-1=1.07\ \text{percent}.$$

The cell has $3\times13+2\times21=81$ atoms. It is smaller than the aligned cell and has a misfit of 1.1 percent against 2.8 percent. Before straining, with one corner shared and the edges parallel, the corners at the ends of the edges miss each other by 0.012 nm, against 0.034 nm for the aligned pair.

The reference for the percentage matters in the last digit. Relative to MoS2, the misfits $1-L_G/L_M$ are 1.06 and 2.69 percent, so the second figure would be rounded to 2.7.

**No hexagonal cell of this size does better.** A smaller $|f|$ requires

$$\frac{r^2}{(1+0.01068)^2}<\frac{N_G}{N_M}<\frac{r^2}{(1-0.01068)^2}.$$

The lower limit is $21/13=1.615$, because the 13-on-21 cell itself sits there; the upper limit is $1.650/0.9788=1.686$. With at most 98 atoms, $98\ge3N_M+2N_G>(3+2\times1.615)N_M$, hence $N_M<15.8$. The candidates are $N_M=1,3,4,7,9,12,13$. For 1, 4 and 7 the window for $N_G$ contains no integer. For 3, 9 and 12 it contains 5, 15 and 20, none of which is in the list of possible values. For 13 it runs from 21, excluded, to 21.9 and is empty. This covers hexagonal cells under isotropic strain; oblique or rectangular cells, which may need shear, are not covered.

The runner-up within 98 atoms is 7 on 12, with $|f|=1.89$ percent and 45 atoms. For the stated constants, the smallest cell that beats 13 on 21 is 19 on 31, with 0.57 percent and 119 atoms. This is a narrow result: 16 on 27, with 102 atoms, has $|f|=1.115$ percent and already beats 13 on 21 at $a_M=0.3161$ nm.

**The cells cannot be reduced.** Once graphene is stretched, the points common to both lattices form a lattice that contains the supercell lattice. Its cell holds a number of MoS2 cells that divides 13, so 13 or 1. If it were 1, every MoS2 lattice vector would be a graphene lattice vector, and $21/13$ would be an integer. So 13 it is. In the aligned case, $i\mathbf a_1+j\mathbf a_2$ of MoS2 has graphene coordinates $5i/4$ and $5j/4$, which are integers only when 4 divides both $i$ and $j$.

**The twist.** In Cartesian components $\mathbf A=a\,(m+n/2,\ \sqrt3\,n/2)$, so its direction obeys

$$\tan\varphi=\frac{\sqrt3\,n}{2m+n}.$$

This gives $\varphi=13.90$ degrees for $(3,1)$ and $10.89$ degrees for $(4,1)$. Each lattice repeats under 60-degree turns, so we need the solutions with $0\le\varphi<60$ degrees, that is $m>0$, $n\ge0$. Trying $n=0,1,2,\dots$ in turn gives $(3,1)$ and $(1,3)$ for $N=13$, and $(4,1)$ and $(1,4)$ for $N=21$. Exchanging $m$ and $n$ reflects the vector in the line at 30 degrees and turns $\varphi$ into $60^\circ-\varphi$, which is equivalent to $-\varphi$. The directions are thus $\pm13.90$ and $\pm10.89$ degrees, up to multiples of 60 degrees. Their differences are, up to sign,

$$\theta=13.90^\circ-10.89^\circ\approx3.00^\circ,\qquad \theta=13.90^\circ+10.89^\circ=24.79^\circ .$$

Opposite signs are mirror images. A 60-degree turn gives nothing new for the bilayer either: the MoS2 layer has threefold symmetry only, but the graphene honeycomb returns to itself when turned by 60 degrees about a hexagon centre. There are two distinct twists with the same misfit and the same number of atoms, and the misfit cannot choose between them.

**The elastic cost.** Let a layer have two-dimensional Young modulus $Y$ and Poisson ratio $\nu$. Under equal strain $\varepsilon$ along both axes, linear elasticity in plane stress gives the energy per area

$$u=\frac12\,\frac{Y}{1-\nu^2}\left(\varepsilon^2+\varepsilon^2+2\nu\varepsilon^2\right)=\frac{Y(1+\nu)}{1-\nu^2}\,\varepsilon^2=B\varepsilon^2,\qquad B=\frac{Y}{1-\nu}.$$

A supercell of unstrained edge $L_i$ has area $(\sqrt3/2)L_i^2$ and strain $(L-L_i)/L_i$ at the common edge $L$. The factors $L_i^2$ cancel, and

$$E(L)=\frac{\sqrt3}{2}\left[B_M(L-L_M)^2+B_G(L-L_G)^2\right].$$

Setting $dE/dL=0$ gives $L^*=(B_ML_M+B_GL_G)/(B_M+B_G)$. With $\Delta=L_M-L_G$,

$$L^*-L_M=-\frac{B_G\Delta}{B_M+B_G},\qquad L^*-L_G=\frac{B_M\Delta}{B_M+B_G},$$

$$E^*=\frac{\sqrt3}{2}\,\frac{B_MB_G^2+B_GB_M^2}{(B_M+B_G)^2}\,\Delta^2=\frac{\sqrt3}{2}\,\frac{B_MB_G}{B_M+B_G}\,\Delta^2 .$$

If graphene were infinitely stiff, MoS2 would take all the strain and $E^*$ would become $(\sqrt3/2)B_M\Delta^2$, as it should.

Rough typical values are $Y=130$ N/m, $\nu=0.25$ for MoS2 and $Y=340$ N/m, $\nu=0.2$ for graphene. They give $B_M=173$ N/m, $B_G=425$ N/m and $B_MB_G/(B_M+B_G)=123$ N/m. Since 1 N/m times 1 nm² is $10^{-18}$ J, or 6.24 eV,

$$E^*_{\rm rot}=0.866\times123\times(0.0120)^2\times6.24\approx0.10\ \text{eV},$$

$$E^*_{\rm al}=0.866\times123\times(0.0340)^2\times6.24\approx0.77\ \text{eV}$$

per cell. The ratio per cell, about 8, is the squared ratio of the corner gaps and does not depend on the stiffnesses; per area or per atom it is about 6.6, because the aligned cell is larger. The energies themselves are only as good as the rough stiffnesses: $Y=180$ N/m for MoS2 would give 0.12 and 0.96 eV, and the strains quoted next hold for $Y=130$ N/m. The softer MoS2 takes the larger share: it is compressed by 0.75 percent in the rotated cell and by 1.9 percent in the aligned one, while graphene is stretched by 0.31 and 0.80 percent.

## How firm the comparison is

An error $\delta a$ in $a_M$ changes $f$ by $(1+f)\,\delta a/a_M$. For 0.001 nm this is 0.32 percentage points in the rotated cell, so the figure of 1.1 percent belongs to the stated constants. Heating by 300 K, with rough expansion coefficients of $5\times10^{-6}$ per K for MoS2 and $-5\times10^{-6}$ per K for graphene, adds about 0.3 points.

The ranking of these two cells against each other is firmer, because such changes move both misfits almost equally. Their difference is

$$f_{\rm al}-f_{\rm rot}=r\left(\frac45-\sqrt{\frac{13}{21}}\right)=1.70\ \text{percentage points}.$$

While both misfits are positive, the rotated cell wins. If $r$ falls until $f_{\rm rot}$ is negative, the magnitudes become equal when $1-r\sqrt{13/21}=4r/5-1$, that is at

$$r_c=\frac{2}{4/5+\sqrt{13/21}}=1.260 .$$

Below $r_c$ the aligned cell is the better matched. The actual ratio, 1.285, lies 1.9 percent above it.

The first place of 13 on 21 among all hexagonal cells with at most 98 atoms is much less firm. The misfit of 7 on 12 is negative, so its magnitude shrinks as $r$ grows while that of 13 on 21 grows. The two magnitudes are equal at $r=2/(\sqrt{13/21}+\sqrt{7/12})=1.290$, only 0.4 percent above the stated ratio, or at $a_M=0.3173$ nm with $a_G$ unchanged. With $a_M=0.318$ nm and $a_G=0.246$ nm the best cell is 7 on 12, with 1.27 percent and 45 atoms, against 1.71 percent for 13 on 21. The search has to be repeated with the lattice constants actually used in the calculation.

## Beside the real bilayer

The lattice constants are close to those of the real materials, but weakly bound layers need not lock into any common cell. If they do not, the uniform strain is absent, and the whole 1.1 or 2.8 percent is a product of the periodic model. It can matter: with a rough slope of 0.1 eV per percent of biaxial strain, the direct gap of MoS2 at the K point would be shifted by about 0.1 eV in the rotated cell and 0.3 eV in the aligned one if MoS2 took all the strain. The smallest gap need not follow this slope, because compression can move the conduction-band minimum away from K. When the MoS2 levels are the subject, the strain can be put into graphene instead, whose bands then carry the error. Adhesion and local relaxation, which can make the strain non-uniform, are left out here.

The comparison holds the lattice constants fixed but not the twist. If the sample to be modelled is aligned, a cell twisted by 3 or 25 degrees describes a different stacking, however small its misfit. Among irreducible aligned hexagonal cells with up to 309 atoms and a misfit below 5 percent, the choice is then between misfits of magnitude 3.7 percent with 59 atoms (3 on 4), 2.8 percent with 98 (4 on 5) and, for the stated lattice constants, 0.09 percent with 309 (7 on 9). The numerical output below gives the details of the two twisted 13-on-21 cells and of the aligned 4-on-5 cell.

## Computed values

```
a(MoS2) = 0.316 nm, a(graphene) = 0.246 nm
ratio a_M/a_G = 1.28455
[rotated A] MoS2 cells 13, graphene cells 21
  twist = 3.004 deg, atoms = 81
  L_M = 1.1394 nm, L_G = 1.1273 nm
  unstrained corner gap = 0.0120 nm
  misfit (graphene reference) = 1.068 percent
  misfit (MoS2 reference) = 1.057 percent
[rotated B] MoS2 cells 13, graphene cells 21
  twist = 24.791 deg, atoms = 81
  L_M = 1.1394 nm, L_G = 1.1273 nm
  unstrained corner gap = 0.0120 nm
  misfit (graphene reference) = 1.068 percent
  misfit (MoS2 reference) = 1.057 percent
[aligned] MoS2 cells 16, graphene cells 25
  twist = 0.000 deg, atoms = 98
  L_M = 1.2640 nm, L_G = 1.2300 nm
  unstrained corner gap = 0.0340 nm
  misfit (graphene reference) = 2.764 percent
  misfit (MoS2 reference) = 2.690 percent
direction of (3,1) = 13.898 deg
direction of (4,1) = 10.893 deg
difference of misfits = 1.696 percent
critical ratio a_M/a_G = 1.26040
second best up to 98 atoms: N = 7/12
  |misfit| = 1.891 percent, atoms = 45
smallest cell beating 13/21: N = 19/31
  |misfit| = 0.565 percent, atoms = 119
smallest aligned cell beating 4/5: 7/9
  misfit = -0.090 percent, atoms = 309
rough Y, nu: MoS2 130 N/m, 0.25; graphene 340 N/m, 0.2
B(MoS2) = 173.3 N/m, B(graphene) = 425.0 N/m
[rotated] best common edge = 1.1308 nm
  strain: MoS2 -0.75, graphene 0.31 percent
  strain energy = 0.096 eV per cell
  misfit change, a_M + 0.001 nm: 0.32 percent
  misfit change, heating 300 K: 0.30 percent
  gap shift if MoS2 takes all strain: about 0.1 eV
[aligned] best common edge = 1.2398 nm
  strain: MoS2 -1.91, graphene 0.80 percent
  strain energy = 0.769 eV per cell
  misfit change, a_M + 0.001 nm: 0.33 percent
  misfit change, heating 300 K: 0.31 percent
  gap shift if MoS2 takes all strain: about 0.3 eV
strain energy ratio aligned/rotated = 7.97
rough expansion: MoS2 5e-06, graphene -5e-06 per K
rough gap slope = 0.1 eV per percent strain
```
